# The coherent potential condition, its Soven form and the neglected multi-site scattering

An electron moves through a crystal whose sites are occupied at random by two kinds of atoms, A and B. Each sample has its own Green function, but its configuration average has the translational symmetry of the lattice. One may therefore ask for an ordered effective medium that reproduces this average. If the medium is described by one complex energy per site, how should that energy be chosen, and what does the choice leave out?

## Setting

The lattice is periodic, with $N$ sites, one orbital per site and

$$H=\sum_i\varepsilon_i|i\rangle\langle i|+W .$$

The assumptions are:

- $W$ is real, symmetric, translation invariant and the same in every sample, with $W_{ii}=0$.
- The $\varepsilon_i$ are independent, equal to $\varepsilon_A$ with probability $c$ and to $\varepsilon_B$ with probability $1-c$, where $0<c<1$.
- ${\rm Im}\,z=\eta>0$.

Angle brackets around a random quantity denote the configuration average. Define

$$G=(z-H)^{-1},\qquad g=(z-W-\Sigma)^{-1},\qquad F=g_{ii}.$$

Here $g$ is the propagator of the medium and $\Sigma(z)$ is a number, the coherent potential, with ${\rm Im}(z-\Sigma)>0$. By translation invariance $F$ is the same on all sites. Let $g'$ be $g$ with its diagonal removed, so $g=F\,1+g'$. The deviations from the medium and the single-site scattering amplitudes are

$$v_i=\varepsilon_i-\Sigma,\qquad t_i=\frac{v_i}{1-v_iF}.$$

Further abbreviations are $\delta=\varepsilon_A-\varepsilon_B$, $\mu_2=c(1-c)\delta^2$ and

$$\bar\varepsilon=c\varepsilon_A+(1-c)\varepsilon_B,\qquad \tilde\varepsilon=(1-c)\varepsilon_A+c\varepsilon_B .$$

## Theorem

1. The medium is exact, $\langle G\rangle=g$, if and only if $\langle T\rangle=0$, where $T$ is the total scattering matrix relative to the medium. If the correlation between the atom on a site and the wave arriving there is dropped, this condition becomes $\langle t\rangle=0$.
2. For the binary alloy $\langle t\rangle=0$ is equivalent to the Soven equation
$$\Sigma=\bar\varepsilon-(\varepsilon_A-\Sigma)F(\varepsilon_B-\Sigma).$$
It has one solution with ${\rm Im}(z-\Sigma)>0$, and that solution has ${\rm Im}\,\Sigma\le0$.
3. With this $\Sigma$, the scattering series for $\langle T\rangle$ starts at fourth order in $t$, with the site sequence $ijij$, $i\ne j$:
$$\langle T\rangle_{ij}^{(4)}=\langle t^2\rangle^2g_{ij}^3 .$$
No site-diagonal term occurs below fifth order. The fifth-order term is proportional to $\langle t^3\rangle$, which vanishes for $c=1/2$.

The coherent potential approximation (CPA) is thus an approximation to $\langle G\rangle$. Part 3 says where it begins to fail.

## Lemma 1: the exact condition

Put $V=\sum_i v_i|i\rangle\langle i|$. Then $G^{-1}=g^{-1}-V$. Multiplying by $g$ on one side and $G$ on the other gives, in the two possible orders,

$$G=g+gVG=g+GVg .$$

Define $T=V+VGV$. Then

$$gTg=gV(g+GVg)=gVG=G-g .$$

Averaging, with $g$ not random, gives $\langle G\rangle-g=g\langle T\rangle g$. Since $g$ is invertible, $\langle G\rangle=g$ if and only if $\langle T\rangle=0$.

## Lemma 2: repeated scattering on one site

From $G=g+gVG$ it follows that $GV=gV+gVGV=gT$. Hence $T=V+VgT$. Splitting $g=F\,1+g'$ and moving the local part to the left,

$$(1-VF)T=V(1+g'T).$$

The matrix $1-VF$ is diagonal. Lemma 3 shows that its entries do not vanish, so with $\tau={\rm diag}(t_i)$

$$T=\tau(1+g'T).\qquad(1)$$

The amplitude $t_i=v_i+v_iFv_i+\dots$, where this series converges, collects every immediate return to site $i$ through the medium. What remains is propagation by $g'$ to a different site.

**Proof of part 1.** Write $\tau=\langle t\rangle1+\Delta\tau$ and $T=\langle T\rangle+\Delta T$. The cross terms average to zero, so (1) gives

$$\langle T\rangle=\langle t\rangle(1+g'\langle T\rangle)+\langle\Delta\tau\,g'\Delta T\rangle .\qquad(2)$$

This is exact. Row $i$ of the last term correlates the atom on site $i$ with the fluctuation of the wave arriving from other sites. That wave can depend on $\varepsilon_i$, because it may have visited site $i$ earlier. The single-site approximation drops this term:

$$\langle T\rangle=\langle t\rangle(1+g'\langle T\rangle).$$

If $\langle t\rangle=0$, then $\langle T\rangle=0$; if $\langle T\rangle=0$, the equation reads $0=\langle t\rangle1$. ∎

**Remark: one real atom in the medium.** If only site $i$ carries a real atom of kind $\alpha$, its Green function follows from $G=g+gVG$ on that site: $G_\alpha=F+Fv_\alpha G_\alpha$. Thus

$$G_\alpha=\frac{F}{1-v_\alpha F}=F+F^2t_\alpha,\qquad \langle G_\alpha\rangle=F+F^2\langle t\rangle .$$

The condition $\langle t\rangle=0$ says that replacing one site of the medium by a real atom leaves the local propagator unchanged on average.

## The Soven form

Multiply $ct_A+(1-c)t_B=0$ by both denominators, which are nonzero:

$$cv_A(1-v_BF)+(1-c)v_B(1-v_AF)=0 .$$

The terms containing $F$ add up to $-[c+(1-c)]v_Av_BF=-v_Av_BF$. The others add up to $\bar\varepsilon-\Sigma$. Therefore

$$\Sigma=\bar\varepsilon-v_Av_BF ,$$

which is the Soven equation. Each step can be reversed. The equation is implicit, since $F$ depends on $z-\Sigma$.

## Lemma 3: existence, uniqueness and iteration

**The denominators.** Put $\zeta=z-\Sigma$, with ${\rm Im}\,\zeta>0$, and let $w_k$ be the eigenvalues of $W$. Then $F=N^{-1}\sum_k(\zeta-w_k)^{-1}$, and by the Cauchy–Schwarz inequality

$$-{\rm Im}\,F={\rm Im}\,\zeta\,\frac1N\sum_k\frac1{|\zeta-w_k|^2}\ge{\rm Im}\,\zeta\,|F|^2 .$$

So $F\ne0$ and ${\rm Im}(1/F)=-{\rm Im}F/|F|^2\ge{\rm Im}\,\zeta$. Define $u=\Sigma+1/F$. Then

$${\rm Im}\,u\ge{\rm Im}\,\Sigma+{\rm Im}(z-\Sigma)=\eta .$$

Since $1-v_\alpha F=F(u-\varepsilon_\alpha)$ and $\varepsilon_\alpha$ is real, the denominators are nonzero, and $G_\alpha=1/(u-\varepsilon_\alpha)$.

**The update.** Choose the new coherent potential $\Sigma'$ so that the averaged impurity propagator takes the place of $F$ at fixed $u$: $\Sigma'=u-1/\langle G_\alpha\rangle$. Inserting $\langle G_\alpha\rangle=F(1+F\langle t\rangle)$,

$$\Sigma'=\Sigma+\frac1F-\frac1{F(1+F\langle t\rangle)}=\Sigma+\frac{\langle t\rangle}{1+F\langle t\rangle}.$$

A fixed point is therefore the same as $\langle t\rangle=0$. For two species,

$$\langle G_\alpha\rangle=\frac c{u-\varepsilon_A}+\frac{1-c}{u-\varepsilon_B}=\frac{u-\tilde\varepsilon}{(u-\varepsilon_A)(u-\varepsilon_B)} .$$

This is nonzero because ${\rm Im}\,u>0$. Now $\bar\varepsilon+\tilde\varepsilon=\varepsilon_A+\varepsilon_B$. Also

$$\bar\varepsilon\tilde\varepsilon=c(1-c)(\varepsilon_A^2+\varepsilon_B^2)+[1-2c(1-c)]\varepsilon_A\varepsilon_B=\varepsilon_A\varepsilon_B+\mu_2 .$$

Hence $(u-\varepsilon_A)(u-\varepsilon_B)=(u-\bar\varepsilon)(u-\tilde\varepsilon)-\mu_2$, and

$$\Sigma'=\bar\varepsilon+\frac{\mu_2}{u-\tilde\varepsilon}.\qquad(3)$$

**Contraction.** If $\delta=0$, then $\Sigma=\bar\varepsilon$. Otherwise (3) gives ${\rm Im}\,\Sigma'<0$ and $|\Sigma'-\bar\varepsilon|\le\mu_2/\eta$. The map $\Phi:\zeta\mapsto\zeta'=z-\Sigma'$ is analytic in the upper half-plane, with

$$\eta<{\rm Im}\,\Phi\le\eta+\mu_2/\eta .$$

The function $\Phi-i\eta$ also maps the upper half-plane into itself. The Schwarz–Pick inequality for it reads $|\Phi'|/({\rm Im}\,\Phi-\eta)\le1/{\rm Im}\,\zeta$, where $\Phi'$ is the derivative. Consequently

$$\frac{|\Phi'|}{{\rm Im}\,\Phi}\le\left(1-\frac{\eta}{{\rm Im}\,\Phi}\right)\frac1{{\rm Im}\,\zeta}\le\frac{\mu_2}{\mu_2+\eta^2}\,\frac1{{\rm Im}\,\zeta}.$$

In the hyperbolic metric $|d\zeta|/{\rm Im}\,\zeta$, which makes the half-plane a complete space, $\Phi$ shrinks distances by a fixed factor below one. It has one fixed point, reached from every start with ${\rm Im}(z-\Sigma)>0$. This completes part 2. ∎

The bound on the factor tends to one as $\eta\to0$, so it gives no guarantee of convergence on the real axis.

## Three limits

**Weak disorder.** As $\delta\to0$ at fixed $z$, (3) gives $\Sigma=\bar\varepsilon+O(\delta^2)$. Then $v_A\approx(1-c)\delta$ and $v_B\approx-c\delta$, and the Soven equation yields

$$\Sigma\approx\bar\varepsilon+\mu_2F(z-\bar\varepsilon).$$

Here and in the next limit $F(\zeta)$ denotes $F$ evaluated at the argument $\zeta$, not a product. The imaginary part is negative: scattering damps the averaged wave.

**Few A atoms.** For $c\to0$ put $\Sigma=\varepsilon_B+c\sigma$. To first order in $c$, $t_B=-c\sigma$ and $t_A=\delta/(1-\delta F_B)$, with $F_B=F(z-\varepsilon_B)$. The condition $ct_A+t_B=0$ gives

$$\Sigma\approx\varepsilon_B+\frac{c\,\delta}{1-\delta F_B}.$$

Each A atom scatters independently, with its full amplitude in the B crystal.

**No hopping.** For $W=0$ one has $1/F=z-\Sigma$, so $u=z$ and $F=\langle1/(z-\varepsilon)\rangle$. This is the exact average for isolated atoms, as it must be, since $g'=0$ removes the last term of (2).

## The neglected terms

**Proof of part 3.** Iterating (1) gives

$$T=\tau+\tau g'\tau+\tau g'\tau g'\tau+\dots$$

Each term is a sum over sequences of sites in which neighbours in the sequence differ, because $g'$ has no diagonal. The series is used here to order the terms in powers of $t$; it converges when $\|\tau g'\|<1$, in particular for weak enough disorder at fixed $z$.

The sites are independent, so the average of a sequence factorizes over distinct sites. A site that occurs once contributes $\langle t\rangle=0$. In every surviving sequence each site therefore occurs at least twice.

- Order 1 has one site, occurring once. At order 2, in $ij$, both sites occur once. At order 3, the middle site of $iji$ occurs once, as do all sites of $ijk$. Nothing survives.
- Order 4 allows at most two distinct sites, which must alternate: $ijij$. Its value is $\langle t_i^2\rangle\langle t_j^2\rangle g_{ij}g_{ji}g_{ij}$. Since $W$ is symmetric, $g_{ji}=g_{ij}$, which gives the stated result.
- Order 5 also allows at most two sites, hence $ijiji$. It starts and ends on $i$:
$$\langle T\rangle_{ii}^{(5)}=\langle t^3\rangle\langle t^2\rangle\sum_{j\ne i}g_{ij}^4 .\quad∎$$

At order 6 there are $ijijij$ and five sequences with three sites: $ijikjk$, $ijkijk$, $ijkikj$, $ijkjik$ and $ijkjki$. Three-site correlations enter here first.

The moments follow from $t^2-(t_A+t_B)t+t_At_B=0$, which both amplitudes satisfy. Averaging it, and then averaging it after multiplication by $t$, gives

$$\langle t^2\rangle=-t_At_B,\qquad\langle t^3\rangle=(t_A+t_B)\langle t^2\rangle .$$

Since $\langle t\rangle=0$ gives $t_B=-ct_A/(1-c)$, one has $t_A+t_B=(1-2c)t_A/(1-c)$. For $c=1/2$ the $ijiji$ term therefore vanishes, and the first site-diagonal term is $ijkjki$, of sixth order.

**Meaning for the self-energy.** Let $S$ be the exact self-energy matrix, defined by $\langle G\rangle^{-1}=z-W-S$. Lemma 1 gives $\langle G\rangle=(1+g\langle T\rangle)g$, so

$$S-\Sigma1=g^{-1}-\langle G\rangle^{-1}=g^{-1}[1-(1+g\langle T\rangle)^{-1}]=\langle T\rangle(1+g\langle T\rangle)^{-1}.$$

To leading order this is $\langle T\rangle$. The first error of the CPA is thus a self-energy connecting different sites, which depends on the wave vector after Fourier transformation. A site-diagonal $\Sigma$ cannot represent it. Physically, the electron goes back and forth between the same two atoms, and the second visit to each finds the atom that was there on the first.

**Moments of the density of states.** The coefficient of $z^{-n-1}$ in the local Green function is the $n$th moment. At large $|z|$, $g_{ii}\approx1/z$, $g_{ij}\approx W_{ij}/z^2$ and $\langle t^2\rangle\to\mu_2$. In $\langle G\rangle_{ii}-F=(g\langle T\rangle g)_{ii}$ the leading contribution takes $ijij$, with the outer $g$ diagonal at one end and leading back to $i$ at the other. There are two such choices:

$$\langle G\rangle_{ii}-F\approx2\sum_j\frac1z\,\frac{\mu_2^2W_{ij}^3}{z^6}\,\frac{W_{ij}}{z^2}=\frac{2\mu_2^2}{z^9}\sum_jW_{ij}^4 .$$

If neither outer $g$ is diagonal, there is a further factor $1/z$. The sequence $ijiji$ has four factors $g'$ and two outer factors, hence order $z^{-10}$; longer sequences are smaller still. Moments 0 to 7 are therefore exact in the CPA at any strength of disorder, and the eighth is too small by $2\mu_2^2\sum_jW_{ij}^4$. With $Z$ equal hoppings $w/\sqrt Z$ this deficit is $2\mu_2^2w^4/Z$, so for this moment the CPA improves with the number of neighbours.

**Where the assumptions matter.** If the occupations of different sites are correlated, the averages no longer factorize and $ij$ can already survive. If the hopping depends on the atoms, $V$ is not site diagonal and Lemma 2 does not apply. The theorem concerns $\langle G\rangle$; averages of products of Green functions need a separate treatment.

## Worked example

Take a chain with nearest-neighbour hopping $h$, the unit of energy, and $c=0.3$, $\varepsilon_A=1.5$, $\varepsilon_B=-1.5$. Then $\bar\varepsilon=-0.6$ and $\mu_2=0.21\times9=1.89$. For the infinite chain the $k$ average, done by residues in $x=e^{ik}$, is

$$F=\frac1{2\pi}\int_0^{2\pi}\frac{dk}{\zeta-2\cos k}=\frac1{\sqrt{\zeta-2}\sqrt{\zeta+2}} .$$

Indeed, with $dk=dx/(ix)$ one has $F=-\frac1{2\pi i}\oint dx/[(x-x_+)(x-x_-)]$, where $x_++x_-=\zeta$ and $x_+x_-=1$. For ${\rm Im}\,\zeta>0$ neither root lies on the unit circle, so exactly one, $x_-$, lies inside. Then $F=1/(x_+-x_-)$ with $(x_+-x_-)^2=\zeta^2-4$. The sign of the root is fixed by $F\to1/\zeta$ at large $|\zeta|$.

**One energy.** At $z=0.5+0.2i$ the iteration gives $\Sigma=-2.1520-1.5981i$ and $F=0.2265-0.2313i$. Hence $v_A=3.6520+1.5981i$, $v_B=0.6520+1.5981i$ and $v_Av_B=-0.1726+6.8782i$. The Soven equation is satisfied:

$$\bar\varepsilon-v_Av_BF=-0.6-(1.5520+1.5981i)=-2.1520-1.5981i .$$

The amplitudes are $t_A=0.192-7.642i$ and $t_B=-0.082+3.275i$. Weighted by 0.3 and 0.7, they cancel.

**What is missing.** On a ring of ten sites all 1024 configurations can be averaged. At $z=0.5+i$ the exact self-energy is $-0.852-1.044i$ on a site and $-0.058-0.003i$ between neighbours. The CPA has $-0.878-1.062i$ and zero. Its local Green function, $0.122-0.320i$, differs from the exact $0.129-0.327i$ by 2.8% of the latter's modulus.

For weak disorder the leading formulas can be compared with the exact $\langle T\rangle$, on the same ring at $z=0.5+i$ with $c=0.3$ and $\varepsilon_{A,B}=\pm\delta/2$. The relative deviation is the modulus of (exact minus formula) divided by the modulus of the formula. When $\delta$ is halved from 0.1 to 0.05, the relative deviation between neighbours falls from $4\times10^{-4}$ to $1\times10^{-4}$. On a site it falls from 1.0% to 0.5%. This is as expected: the next terms are of sixth order in both cases, two orders beyond $ijij$ and one beyond $ijiji$.

At $\delta=3$ the eighth moment is 2328.98 exactly averaged and 2314.69 in the CPA. The difference, 14.29, agrees with $2\times1.89^2\times2$.

**Density of states.** The table gives $-{\rm Im}\langle G_{ii}\rangle/\pi$ at ${\rm Im}\,z=0.1$, which is the density of states broadened by a Lorentzian of half-width 0.1. The random chains have standard errors below 0.001.

| $E$ | random chains | CPA |
|---|---|---|
| −3 | 0.217 | 0.222 |
| −2 | 0.188 | 0.163 |
| −1 | 0.158 | 0.152 |
| 0 | 0.172 | 0.166 |
| 1 | 0.117 | 0.096 |
| 2 | 0.210 | 0.129 |
| 3 | 0.071 | 0.092 |

At $E=2$ the CPA lies 38% below the random-chain value. By (2), such differences beyond the sampling error are the effect of the dropped correlation. A single A atom in a B chain has a level where $\delta F_B=1$, that is, at $-1.5+\sqrt{9+4}=2.11$. It is a plausible conjecture, not tested here, that the missing weight belongs to A atoms with B surroundings, whose sharp levels the uniform medium smears out. The example shows that exact moments of orders 0 to 7 do not ensure an accurate density of states at each energy. The numerical check below tests the identities, the weak-disorder and dilute limits, the surviving sequences, the leading neglected terms and the moments, and it supplies the numbers for these comparisons. The no-hopping limit and the bound on the contraction factor are not tested.

## Table of computed values

```
c = 0.3, eA = 1.5 h, eB = -1.5 h, ebar = -0.600 h
variance mu2 = 1.8900 h^2, etilde = 0.600 h
Infinite chain, z = 0.500000 +0.200000i h
  Sigma [h]       -2.152032 -1.598077i
  cubic root [h]  -2.152032 -1.598077i
  F [1/h]         0.226533 -0.231329i
  tA [h]          0.191790 -7.642474i
  tB [h]          -0.082196 +3.275346i
  |c tA+(1-c) tB| = 5.9e-16 h
  GA [1/h]        -0.574876 -0.234649i
  GB [1/h]        0.569995 -0.229906i
  c GA+(1-c) GB   0.226533 -0.231329i
Ring of 10 sites, 1024 configurations, z = 0.500000 +1.000000i h
  exact <G_00> [1/h]         0.129069 -0.326939i
  CPA F [1/h]                0.122251 -0.319933i
  CPA Sigma [h]              -0.878035 -1.062243i
  exact self-energy 00 [h]   -0.851977 -1.044333i
  exact self-energy 01 [h]   -0.058435 -0.002739i
Surviving site sequences, orders 1 to 6: [0, 0, 0, 1, 1, 6]
  order 4: ijij ; order 5: ijiji
  order 6: ijijij ijikjk ijkijk ijkikj ijkjik ijkjki
Leading neglected terms on the ring (exact <T> / formula):
  eA-eB = 0.1 h: |T01| = 9.456e-08 h, |T00| = 2.298e-09 h
    ratio 01: 0.999877 -0.000393i; ratio 00: 0.998913 +0.010034i
  eA-eB = 0.05 h: |T01| = 5.898e-09 h, |T00| = 7.178e-11 h
    ratio 01: 0.999969 -0.000099i; ratio 00: 0.999467 +0.005109i
Moments of the density of states: order, exact, CPA [h^order]
  0  1.000000  1.000000
  1  -0.600000  -0.600000
  2  4.250000  4.250000
  3  -4.950000  -4.950000
  4  30.502500  30.502500
  5  -48.037500  -48.037500
  6  255.355625  255.355625
  7  -486.033375  -486.033375
  8  2328.978906  2314.690506
  eighth-moment gap: 14.288400, predicted 14.288400 h^8
Density of states [1/h], Im z = 0.1 h, 300 chains, 1000 sites used in each
  E [h], random chains, standard error, CPA
  -3.0  0.2172  0.0006  0.2222
  -2.0  0.1884  0.0006  0.1629
  -1.0  0.1577  0.0005  0.1521
  +0.0  0.1723  0.0006  0.1658
  +1.0  0.1169  0.0008  0.0961
  +2.0  0.2096  0.0008  0.1289
  +3.0  0.0707  0.0005  0.0918
```
